# Back-Contact Barrier of Cadmium Telluride from Its Saturation Current: a program that tests the result

```python
# Result under test: a hole barrier phi inferred from thermionic emission,
#     phi = kT ln(A T^2 / J0),
# and its correction when drift and diffusion limit the supply of holes.
# A: effective Richardson constant; J0: zero-bias saturation current density;
# T: temperature; phi: barrier from metal Fermi level to valence-band edge.
# Positive bias sends holes from the semiconductor into the metal.
# Internal units are SI, with barrier energies expressed in eV.
import numpy as np
from scipy.constants import e, h, hbar, k, m_e, epsilon_0, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

temperature = 300.0
richardson = 40.0e4             # A m^-2 K^-2
saturation = 100.0              # A m^-2
hole_density = 5.0e20           # m^-3, rough typical value
mobility = 60.0e-4              # m^2 V^-1 s^-1, rough typical value
relative_permittivity = 10.0    # rough typical value
permittivity = relative_permittivity * epsilon_0
thermal_voltage = k * temperature / e
mass = richardson * h**3 / (4 * pi * e * k**2)
nodes, weights = np.polynomial.legendre.leggauss(90)


def gauss_grid(lower, upper):
    half = (upper - lower) / 2
    return lower + half * (nodes + 1), half * weights


def thermionic(phi, temp):
    return richardson * temp**2 * np.exp(-phi * e / (k * temp))


def infer_barrier(current, temp, constant):
    return k * temp / e * np.log(constant * temp**2 / current)


def counted_current(phi, temp, fermi_depth=0.20, hole_mass=mass):
    """Momentum-space flux over the barrier, with Fermi-Dirac occupation."""
    vt = k * temp / e
    bending = (phi - fermi_depth) / vt
    scale = np.sqrt(2 * hole_mass * k * temp) / hbar
    kx, wx = gauss_grid(np.sqrt(bending), np.sqrt(bending + 40))
    kt, wt = gauss_grid(0.0, 6.5)
    energy = kx[:, None]**2 + kt[None, :]**2 + fermi_depth / vt
    occupation = 1 / (np.exp(energy) + 1)
    velocity = hbar * scale * kx / hole_mass
    integral = np.sum((wx * velocity)[:, None]
                      * (wt * 2 * pi * kt)[None, :] * occupation)
    return e * 2 / (2 * pi)**3 * scale**3 * integral


def counted_barrier(current, temp, hole_mass=mass):
    return brentq(lambda p: np.log(counted_current(
        p, temp, hole_mass=hole_mass) / current), 0.3, 0.8, xtol=1e-13)


# Emission law, cancellation of the bulk Fermi depth, and barrier inversion.
for depth in (0.15, 0.25):
    for trial in (0.40, 0.60):
        assert np.isclose(counted_current(trial, temperature, depth),
                          thermionic(trial, temperature), rtol=1e-3)
phi_apparent = infer_barrier(saturation, temperature, richardson)
phi_counted = counted_barrier(saturation, temperature)
assert abs(phi_apparent - phi_counted) < 2e-5
assert abs(phi_apparent - 0.51) < 0.005

# Sensitivities are differentiated through the independent flux inversion.
slope_t = phi_apparent / temperature + 2 * k / e
slope_numeric = (counted_barrier(saturation, temperature + 0.1)
                 - counted_barrier(saturation, temperature - 0.1)) / 0.2
assert np.isclose(slope_t, slope_numeric, rtol=1e-3)
factor_two = thermal_voltage * np.log(2)
assert np.isclose(counted_barrier(saturation / 2, temperature)
                  - phi_counted, factor_two, rtol=1e-3)
assert np.isclose(counted_barrier(saturation, temperature, 2 * mass)
                  - phi_counted, factor_two, rtol=1e-3)

# Effective density of states and emission velocity.
band_density = 2 * (2 * pi * mass * k * temperature / h**2)**1.5
emission_velocity = np.sqrt(k * temperature / (2 * pi * mass))
radial = quad(lambda z: z**2 * np.exp(-z**2), 0, 10)[0]
wave_scale = np.sqrt(2 * mass * k * temperature) / hbar
assert np.isclose(band_density, wave_scale**3 * radial / pi**2, rtol=1e-8)
assert np.isclose(e * band_density * emission_velocity,
                  richardson * temperature**2, rtol=1e-10)
fermi_depth = thermal_voltage * np.log(band_density / hole_density)


def depletion_width(bending):
    return np.sqrt(2 * permittivity * bending / (e * hole_density))


def diffusion_velocity(bending):
    u0 = bending / thermal_voltage
    integral = quad(lambda s: np.exp(-u0 * (2*s - s*s)), 0, 1,
                    epsabs=1e-12)[0]
    return mobility * thermal_voltage / (depletion_width(bending) * integral)


def combined_saturation(phi):
    ratio = emission_velocity / diffusion_velocity(phi - fermi_depth)
    return thermionic(phi, temperature) / (1 + ratio)


phi_combined = brentq(lambda p: np.log(combined_saturation(p) / saturation),
                      fermi_depth + 0.05, 0.65)
bending = phi_combined - fermi_depth
width = depletion_width(bending)
field = 2 * bending / width
v_diffusion = diffusion_velocity(bending)
velocity_ratio = emission_velocity / v_diffusion


def transport_current(bias):
    """Shooting solution of the linear hole transport equation."""
    barrier = bending - bias
    u0 = barrier / thermal_voltage
    source = (emission_velocity * depletion_width(barrier)
              / (mobility * thermal_voltage))

    def rhs(s, y):
        growth = 2 * u0 * (1 - s)
        return [growth * y[0], growth * y[1] + source]

    end = solve_ivp(rhs, (0, 1), [1.0, 1.0], method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    interface_density = band_density * np.exp(-phi_combined / thermal_voltage)
    scaled_flux = (hole_density / interface_density - end[0]) / end[1]
    return e * interface_density * emission_velocity * scaled_flux


def combined_current(bias):
    ratio = emission_velocity / diffusion_velocity(bending - bias)
    return (thermionic(phi_combined, temperature)
            * np.expm1(bias / thermal_voltage) / (1 + ratio))


for bias in (-0.5, -0.05, 0.03):
    assert np.isclose(transport_current(bias), combined_current(bias),
                      rtol=1e-6)
resistance = thermal_voltage / saturation
step = 1e-4
numeric_resistance = 2*step / (transport_current(step)
                               - transport_current(-step))
assert np.isclose(resistance, numeric_resistance, rtol=1e-3)
reverse_current = -transport_current(-0.5)
assert reverse_current > 1.2 * saturation

# Image-force lowering from the highest point of the combined potential.
image_lowering = np.sqrt(e * field / (4 * pi * permittivity))
top = minimize_scalar(lambda x: e / (16*pi*permittivity*x*1e-9)
                      + field*x*1e-9, bounds=(0.1, 100), method="bounded",
                      options={"xatol": 1e-8})
assert np.isclose(image_lowering, top.fun, rtol=1e-6)

# Tunnelling below the top: triangular estimate against the curved barrier.
depths, depth_weights = gauss_grid(0.0, 0.04)
triangular_action = (4 * np.sqrt(2*mass*e) * depths**1.5
                     / (3 * hbar * field))


def curved_action(depth):
    end = 1 - np.sqrt(1 - depth / bending)
    # The substitution removes the square-root endpoint behaviour.
    z, wz = gauss_grid(0.0, 1.0)
    s = end * (1 - z*z)
    height = np.maximum(bending*(1-s)**2 - (bending-depth), 0)
    return (2 * width * np.sqrt(2*mass*e) / hbar
            * np.sum(wz * 2*end*z*np.sqrt(height)))


def tunnel_factor(action):
    return 1 + np.sum(depth_weights * np.exp(
        depths/thermal_voltage - action)) / thermal_voltage


factor_triangle = tunnel_factor(triangular_action)
factor_curved = tunnel_factor(np.array([curved_action(d) for d in depths]))
assert np.isclose(factor_triangle - 1, factor_curved - 1, rtol=0.05)
tunnel_shift = thermal_voltage * np.log(factor_triangle)
diffusion_shift = phi_apparent - phi_combined
assert diffusion_shift > max(image_lowering, tunnel_shift, factor_two)

mean_free_path = (4 * emission_velocity) * mobility * mass / e
thermal_length = thermal_voltage / field
assert mean_free_path < thermal_length
hot_temperature = 340.0
hot_current = thermionic(phi_apparent, hot_temperature)
assert np.isclose(hot_current, counted_current(phi_apparent, hot_temperature),
                  rtol=1e-3)


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


show("Temperature", temperature, "K")
show("Richardson constant", richardson/1e4, "A/(cm2 K2)")
show("Saturation current density", saturation/10, "mA/cm2")
show("Thermal energy kT", thermal_voltage, "eV", ".6f")
show("Emission prefactor A T^2", richardson*temperature**2/1e4, "A/cm2")
show("Prefactor divided by J0", richardson*temperature**2/saturation, "(ratio)")
show("Natural logarithm of ratio",
     np.log(richardson*temperature**2/saturation), "(number)", ".4f")
show("Apparent thermionic barrier", phi_apparent, "eV", ".4f")
show("Barrier from counted flux", phi_counted, "eV", ".4f")
show("Zero-bias contact resistance", resistance*1e4, "ohm cm2", ".3f")
show("Barrier shift for factor two in A or J0", factor_two*1e3, "meV", ".2f")
show("Barrier sensitivity to temperature", slope_t*1e3, "meV/K", ".3f")
show("Hole mass implied by A", mass/m_e, "electron masses", ".3f")
show("Assumed hole density", hole_density/1e6, "cm^-3")
show("Assumed hole mobility", mobility*1e4, "cm2/(V s)")
show("Assumed relative permittivity", relative_permittivity, "(ratio)")
show("Effective valence-band density", band_density/1e6, "cm^-3")
show("Bulk Fermi level above valence band", fermi_depth, "eV", ".4f")
show("Emission velocity", emission_velocity*100, "cm/s")
show("Diffusion velocity", v_diffusion*100, "cm/s")
show("Emission/diffusion velocity ratio", velocity_ratio, "(ratio)", ".2f")
show("Barrier including diffusion", phi_combined, "eV", ".4f")
show("Barrier reduction due to diffusion", diffusion_shift*1e3, "meV", ".1f")
show("Band bending with diffusion included", bending, "eV", ".4f")
show("Depletion width", width*1e9, "nm", ".1f")
show("Interface field", field/1e8, "MV/cm", ".5f")
show("Mean free path estimate", mean_free_path*1e9, "nm", ".2f")
show("Distance for barrier fall by kT", thermal_length*1e9, "nm", ".1f")
show("Image-force lowering", image_lowering*1e3, "meV", ".2f")
show("Tunnelling current factor, triangle", factor_triangle, "(ratio)", ".3f")
show("Tunnelling current factor, curved barrier", factor_curved, "(ratio)", ".3f")
show("Equivalent tunnelling barrier shift", tunnel_shift*1e3, "meV", ".2f")
show("Reverse bias magnitude", 0.5, "V")
show("Reverse current magnitude with diffusion", reverse_current/10, "mA/cm2", ".2f")
show("Operating temperature example", hot_temperature, "K")
show("Thermionic J0 at operating temperature", hot_current/10, "mA/cm2", ".1f")
print("verified")
```

It prints:

```
Temperature: 300 K
Richardson constant: 40 A/(cm2 K2)
Saturation current density: 10 mA/cm2
Thermal energy kT: 0.025852 eV
Emission prefactor A T^2: 3.6e+06 A/cm2
Prefactor divided by J0: 3.6e+08 (ratio)
Natural logarithm of ratio: 19.7016 (number)
Apparent thermionic barrier: 0.5093 eV
Barrier from counted flux: 0.5093 eV
Zero-bias contact resistance: 2.585 ohm cm2
Barrier shift for factor two in A or J0: 17.92 meV
Barrier sensitivity to temperature: 1.870 meV/K
Hole mass implied by A: 0.333 electron masses
Assumed hole density: 5e+14 cm^-3
Assumed hole mobility: 60 cm2/(V s)
Assumed relative permittivity: 10 (ratio)
Effective valence-band density: 4.819e+18 cm^-3
Bulk Fermi level above valence band: 0.2372 eV
Emission velocity: 4.663e+06 cm/s
Diffusion velocity: 3.349e+05 cm/s
Emission/diffusion velocity ratio: 13.92 (ratio)
Barrier including diffusion: 0.4394 eV
Barrier reduction due to diffusion: 69.9 meV
Band bending with diffusion included: 0.2023 eV
Depletion width: 668.7 nm
Interface field: 0.00605 MV/cm
Mean free path estimate: 2.12 nm
Distance for barrier fall by kT: 42.7 nm
Image-force lowering: 9.33 meV
Tunnelling current factor, triangle: 1.108 (ratio)
Tunnelling current factor, curved barrier: 1.108 (ratio)
Equivalent tunnelling barrier shift: 2.65 meV
Reverse bias magnitude: 0.5 V
Reverse current magnitude with diffusion: 18.59 mA/cm2
Operating temperature example: 340 K
Thermionic J0 at operating temperature: 130.4 mA/cm2
verified
```
